\section*{How a Sixth-Root Pressure Law Changes Oxide Scale Growth}

\section*{Question}

I am stuck on a short exercise about Wagner's theory of oxidation:

\begin{quote}
The rate of growth of an oxide scale is proportional to the sixth root of the oxygen pressure. By what factor does it change when the pressure rises from 0.01 to 1 bar? Neglect the inner-boundary term.
\end{quote}

I can take a sixth root, but I do not know what I have then calculated. The scale slows down as it thickens, so which ``rate'' is meant? If I oxidize two equal pieces of nickel for the same time, one at each pressure, do their oxide thicknesses differ by this factor? I also do not see where a sixth root comes from, what the inner-boundary term is, or how I would know that it may be neglected. My case is nickel at 1200~$^\circ$C, oxidized for 10 hours.

\section*{Answer}

\subsection*{Which rate, and by how much it changes}

A compact scale through which atoms must diffuse grows more slowly as it thickens. If $X$ is its thickness and $t$ the time,
\begin{equation}
\frac{dX}{dt}=\frac{k}{X}.
\label{eq:growth}
\end{equation}
The constant $k$ is the parabolic rate constant, and it is the quantity to which the sixth-root law applies. Some authors call $2k$ the rate constant; a ratio of two such constants is the same in either convention.

Let $p_o$ be the oxygen pressure at the outer surface. With the inner-boundary term neglected, $k=Bp_o^{1/6}$, where $B$ depends on the oxide and the temperature. Both are the same in your two experiments, so $B$ cancels:
\begin{equation}
\frac{k(1\ \mathrm{bar})}{k(0.01\ \mathrm{bar})}
=\left(\frac{1}{0.01}\right)^{1/6}=100^{1/6}=10^{1/3}\approx 2.15 .
\label{eq:answer}
\end{equation}
This is the answer to the exercise: the rate constant rises by a factor of 2.15, or by 115\% of its value at 0.01 bar. The dependence is weak. Merely to double $k$, the pressure must rise by a factor $2^6=64$.

For the thickness, multiply Eq.~\eqref{eq:growth} by $X$ and integrate from a bare surface, $X=0$ at $t=0$:
\begin{equation}
\int_0^X X'\,dX'=\int_0^t k\,dt'
\quad\Rightarrow\quad \frac{X^2}{2}=kt
\quad\Rightarrow\quad X=\sqrt{2kt}.
\label{eq:parabola}
\end{equation}
At equal times the thickness therefore rises by the square root of the factor in $k$:
\begin{equation}
\frac{X(1\ \mathrm{bar})}{X(0.01\ \mathrm{bar})}=\sqrt{100^{1/6}}=100^{1/12}\approx 1.47 .
\end{equation}
The growth rate can be compared in two ways. At equal thickness, $dX/dt=k/X$ rises by 2.15. At equal time, the scale at 1 bar is already thicker, and substituting Eq.~\eqref{eq:parabola} gives
\begin{equation}
\frac{dX}{dt}=\frac{k}{\sqrt{2kt}}=\sqrt{\frac{k}{2t}},
\end{equation}
which rises by 1.47. So, with the inner-boundary term neglected, your two pieces of nickel differ in thickness by a factor of 1.47, not 2.15. The time needed to reach a given thickness, $t=X^2/(2k)$, is shorter by the full factor 2.15.

If the metal already carries a film of thickness $X_0$, the integral gives $X^2=X_0^2+2kt$. The ratio 1.47 then holds once $2kt$ is much larger than $X_0^2$ at both pressures.

\subsection*{Where the sixth root comes from}

Nickel oxide has slightly less metal than its formula NiO says. Some metal sites are empty, and metal ions move by jumping into these vacancies. Suppose that each vacancy is doubly charged: an ion of charge $+2$ is missing, so the site has charge $-2$ relative to the perfect crystal. The balancing positive charge is carried by mobile holes. When oxygen from the gas adds a formula unit to the crystal, it makes one new oxygen site, which it fills, and one new metal site, which stays empty:
\begin{equation}
\tfrac12\mathrm{O_2}\longrightarrow \mathrm{O_{lattice}}+V''+2h .
\end{equation}
Let $v$ and $h$ be the numbers of vacancies and holes per metal site, both much smaller than one, and let $p$ stand for the oxygen pressure divided by 1 bar. The law of mass action, with equilibrium constant $K$, and charge neutrality read
\begin{align}
v\,h^2&=K\,p^{1/2}, \label{eq:mass}\\
h&=2v. \label{eq:neutral}
\end{align}
Inserting the second into the first gives $v(2v)^2=4v^3=Kp^{1/2}$, and hence
\begin{equation}
v=\left(\frac K4\right)^{1/3}p^{1/6}\equiv v_1\,p^{1/6},
\label{eq:vac}
\end{equation}
where $v_1$ is the vacancy fraction at 1 bar. The half in the exponent comes from splitting O$_2$, and the third from the three defects made together. More oxygen outside means more empty sites, through which metal can travel faster.

\subsection*{Where the inner-boundary term comes from}

Let $x$ run from the metal, $x=0$, to the gas, $x=X$. Inside the oxide, $p$ denotes the oxygen pressure that would be in equilibrium with the oxide at that place; no gas need be present there. At the gas side it equals $p_o$. At the metal side it equals $p_i$, the dissociation pressure, at which metal and oxide coexist. This $p_i$ is set by the temperature, not by the gas outside.

Metal ions are driven by the gradient of their electrochemical potential. If holes are much more mobile than ions, a negligible gradient suffices to move the electronic charge, so the electrochemical potential of the electrons is nearly uniform. A neutral metal atom is an ion plus two electrons, so the ion's driving force then equals the gradient of the chemical potential $\mu_M$ of the neutral metal. With $c_M$ metal sites per volume (in moles), metal diffusivity $D_M$, gas constant $R$ and temperature $T$, the outward flux is
\begin{equation}
J_M=-\frac{c_MD_M}{RT}\frac{d\mu_M}{dx}.
\label{eq:flux}
\end{equation}
For an oxide close to the composition MO, the Gibbs--Duhem relation is $d\mu_M+d\mu_O=0$. Since an oxygen atom is half a molecule, $d\mu_O=\tfrac12RT\,d\ln p$. Thus $d\mu_M=-\tfrac12RT\,d\ln p$, and the two minus signs cancel in Eq.~\eqref{eq:flux}:
\begin{equation}
J_M=\frac{c_MD_M}{2}\,\frac{d\ln p}{dx}.
\end{equation}
The flux is positive because $p$ increases towards the gas. A metal ion can jump when a neighbouring site is empty, so $D_M=D_Vv$, with $D_V$ the diffusivity of a vacancy.

If the profile adjusts quickly compared with the growth, $J_M$ is the same at every $x$. Integrating over the thickness gives
\begin{equation}
J_MX=\frac{c_M}{2}\int_{p_i}^{p_o}D_Vv\,d\ln p .
\end{equation}
Each mole of metal reaching the surface forms oxide of volume $1/c_M$, so $dX/dt=J_M/c_M$. Comparison with Eq.~\eqref{eq:growth} identifies $k$:
\begin{equation}
k=\frac12\int_{p_i}^{p_o}D_Vv\,d\ln p .
\label{eq:wagner}
\end{equation}
Now insert Eq.~\eqref{eq:vac} and use $d\ln p=dp/p$:
\begin{align}
k&=\frac{D_Vv_1}{2}\int_{p_i}^{p_o}p^{-5/6}\,dp
=\frac{D_Vv_1}{2}\,6\left(p_o^{1/6}-p_i^{1/6}\right)\notag\\
&=3D_Vv_1\left(p_o^{1/6}-p_i^{1/6}\right).
\label{eq:k}
\end{align}
The second term in the bracket is the inner-boundary term. It says that growth is driven by the difference in vacancy content between the two sides, not by the content at the outer side alone. If $p_o$ is lowered to $p_i$, the difference vanishes and growth stops, whereas the pure sixth-root law would still predict growth.

\subsection*{Why the factor is three}

The factor 3 in Eq.~\eqref{eq:k} can be understood without chemical potentials. Let $\phi$ be the electric potential in units of $k_BT/e$, and let a prime mean $d/dx$. Diffusion and drift of vacancies (charge $-2$) and holes (charge $+1$) give the fluxes, per metal site,
\begin{equation}
J_V=-D_V(v'-2v\phi'),\qquad J_h=-D_h(h'+h\phi').
\end{equation}
No net current flows, so $-2J_V+J_h=0$. With $h=2v$ this becomes $J_V=J_h/2=-D_h(v'+v\phi')$. Equating the two expressions for $J_V$,
\begin{equation}
D_Vv'-2D_Vv\phi'=D_hv'+D_hv\phi'
\quad\Rightarrow\quad
v\phi'=\frac{D_V-D_h}{D_h+2D_V}\,v'.
\end{equation}
Putting this back into the vacancy flux gives
\begin{equation}
J_V=-D_Vv'\,\frac{(D_h+2D_V)-2(D_V-D_h)}{D_h+2D_V}
=-\frac{3D_V}{1+2D_V/D_h}\,v'.
\label{eq:ambi}
\end{equation}
Fast holes run ahead and set up a field that pulls the vacancies along, which triples their flux. The flux is negative because vacancies move towards the metal while metal ions move outwards. Integrated across the scale, Eq.~\eqref{eq:ambi} reproduces Eq.~\eqref{eq:k} when $D_h\gg D_V$. Slower holes reduce $k$ at both pressures by the same factor and leave the ratio unchanged.

\subsection*{Numbers for your nickel}

The following values are rough but typical in size for NiO at 1200~$^\circ$C: $v_1=2\times10^{-4}$, $D_V=2\times10^{-7}$~cm$^2$/s and $p_i=2\times10^{-8}$~bar. Without the inner term, Eq.~\eqref{eq:k} gives at 1 bar
\begin{equation}
k=3(2\times10^{-7})(2\times10^{-4})=1.20\times10^{-10}\ \mathrm{cm^2/s}.
\end{equation}
At 0.01 bar it is smaller by $0.01^{1/6}=0.464$, so $k=5.57\times10^{-11}$~cm$^2$/s. Ten hours are $3.6\times10^4$~s, and Eq.~\eqref{eq:parabola} gives
\begin{align}
X(1\ \mathrm{bar})&=\sqrt{2(1.20\times10^{-10})(3.6\times10^4)}\ \mathrm{cm}\approx 29\ \mu\mathrm m,\\
X(0.01\ \mathrm{bar})&=\sqrt{2(5.57\times10^{-11})(3.6\times10^4)}\ \mathrm{cm}\approx 20\ \mu\mathrm m .
\end{align}
With the inner term neglected, a hundredfold rise in pressure thus adds about 9~$\mu$m to a 20~$\mu$m scale.

\subsection*{May the inner term be neglected?}

The ratio $p_i/p_o$ is tiny, but what counts is its sixth root. Here $p_i^{1/6}=0.052$, to be compared with 0.464 at the lower outer pressure and 1 at the higher. Keeping the term,
\begin{equation}
\frac{k(1\ \mathrm{bar})}{k(0.01\ \mathrm{bar})}
=\frac{1-0.0521}{0.4642-0.0521}\approx 2.30 .
\label{eq:full}
\end{equation}
This is 6.8\% above the simple factor 2.15. The thickness ratio at equal time becomes $\sqrt{2.30}\approx1.52$ instead of 1.47. The neglect is reasonable for an estimate, but it is not a correction of order $p_i/p_o$. To keep the error in $k$ itself below 1\%, $(p_i/p_o)^{1/6}$ must be below 0.01, so $p_i/p_o$ must be below $10^{-12}$.

The sign of the correction is general for this law. Write $a=p_2^{1/6}$, $b=p_1^{1/6}$ and $c=p_i^{1/6}$, with $a>b>c>0$. Then
\begin{equation}
\frac{a-c}{b-c}-\frac ab
=\frac{b(a-c)-a(b-c)}{b(b-c)}
=\frac{c(a-b)}{b(b-c)}>0 .
\end{equation}
Subtracting the same amount from both takes a larger share from the smaller one, so the neglect underestimates the ratio.

\subsection*{When the exponent is not one sixth}

The exponent depends on which defects are present. If each vacancy holds one hole tightly, its charge is $-1$ and one free hole remains. Mass action and neutrality become $vh=K_1p^{1/2}$ and $h=v$, so $v^2=K_1p^{1/2}$ and $v\propto p^{1/4}$. With the inner term neglected, the factor in $k$ is then $100^{1/4}\approx3.16$. If both kinds are equally common at 1 bar and equally mobile, integrating Eq.~\eqref{eq:wagner} numerically with the inner term gives 2.58.

Impurity ions of higher charge than the metal ion act the other way. A trivalent ion on a metal site has charge $+1$ relative to the perfect crystal. For a fraction $d$ of such sites, neutrality changes from Eq.~\eqref{eq:neutral} to
\begin{equation}
h+d=2v .
\end{equation}
At low pressure, where $h$ is small, $v$ cannot fall below $d/2$ as long as conduction electrons, left out of this balance, are few compared with $d$. This floor keeps $k$ up at the lower pressure and flattens the pressure dependence. With the inner term kept, 10 ppm of trivalent ions change the factor from 2.30 to 2.22, and 100 ppm lower it to 1.79. The second effect is large because the floor $d/2=5\times10^{-5}$ lies well above the pure oxide's vacancy fraction deep in the scale, which falls to $1.0\times10^{-5}$ at the metal. The added vacancies raise $k$ at both outer pressures, but by a larger share at the lower one.

In such an oxide one cannot drop the inner boundary by setting $p_i=0$ in Eq.~\eqref{eq:wagner}. Where $v\approx d/2$, that part of the integral in Eq.~\eqref{eq:wagner} contributes $\tfrac14D_Vd$ times the logarithm of the pressure range, which keeps growing as $p_i$ is lowered, for as long as holes still carry nearly all the current. At still lower pressure either the ions take over part of the current, or conduction electrons compensate the impurity and $v$ drops below $d/2$; both end the logarithmic growth.

\subsection*{How this compares with real nickel}

NiO is a metal-deficient, hole-conducting oxide, so the model describes the right kind of material, but its parameters are rough and the thicknesses above are estimates, not measured values. Besides impurities and the charge of the vacancies, real scales depart from the model through their grain boundaries, which offer metal a second path. For cube-like grains of size 10~$\mu$m with boundaries 1~nm wide, the boundaries occupy a fraction $2(10^{-3})/10=2\times10^{-4}$ of the cross-section. If diffusion in them is 1000 times faster than in the lattice throughout the scale grown at 1 bar, an illustrative value (the true ratio may be several times larger), they carry 0.20 of the lattice contribution there. As a limiting case, let this extra contribution to $k$ be the same at both outer pressures. A real path does not reach this limit, because by Eq.~\eqref{eq:wagner} its contribution grows with $p_o$ even if its diffusivity is constant. In the limit the factor would be
\begin{equation}
\frac{1.137+0.20(1.137)}{0.4945+0.20(1.137)}\approx1.89,
\end{equation}
where 1.137 and 0.4945 are the lattice values of $k$ with the inner term, in $10^{-10}$~cm$^2$/s. If the boundaries follow the same pressure law as the lattice, the factor stays at 2.30. The examples worked out here with the inner term kept give factors between about 1.8 and 2.6. These are not bounds: more trivalent impurity lowers the factor further, as do faster or more numerous boundaries with a weak pressure dependence, and a larger share of singly charged vacancies raises it. The second decimal of the calculated factor therefore has no meaning for a real specimen.

Three further assumptions are safe for these numbers:
\begin{itemize}
\item Holes are fast enough. A rough mobility of 0.5~cm$^2$/(V\,s) makes the loss of $k$ in Eq.~\eqref{eq:ambi}, $2D_V/D_h$, about $6\times10^{-6}$.
\item The vacancy profile keeps up with growth. It relaxes in a time of order $X^2/(3D_V)$, while growth takes $X^2/(2k)$. Their ratio at 1 bar is $2k/(3D_V)=2v_1=4\times10^{-4}$.
\item The gas delivers enough oxygen. If the 0.01 bar is oxygen diluted in an inert gas, it must diffuse to the surface. For a stagnant layer 1~cm thick and a gas diffusivity of 3~cm$^2$/s, supply limits growth while the scale is thinner than about 0.1~$\mu$m, far below the final 20~$\mu$m.
\end{itemize}
The whole treatment also requires reactions fast enough to keep both faces of the oxide at equilibrium, which is assumed here, and an adherent scale. If the scale cracks or flakes off, oxygen reaches the metal by a shorter route, and Eq.~\eqref{eq:growth} no longer holds with the full thickness $X$. The values used here are listed in the numerical output below.

\section*{Computed values}
\begin{verbatim}
INPUTS (material values rough, NiO at temperature of use)
temperature: 1200 C
outer pressures: 0.01 and 1 bar
inner (dissociation) pressure: 2.0e-08 bar
vacancy site fraction at 1 bar: 2.0e-04
vacancy diffusivity: 2.0e-07 cm2/s
hole mobility: 0.5 cm2/(V s)
oxidation time: 10 h
SIMPLE ANSWER, inner term neglected
pressure ratio: 100
factor in k: 2.1544
increase in k: 115.4 %
factor in thickness at equal time: 1.4678
factor in growth rate at equal time: 1.4678
vacancy site fraction at 0.01 bar: 9.283e-05
k at 0.01 bar: 5.570e-11 cm2/s
thickness at 0.01 bar: 20.0 um
k at 1 bar: 1.200e-10 cm2/s
thickness at 1 bar: 29.4 um
INNER TERM KEPT
sixth root of 0.01 (bar): 0.4642
k at 0.01 bar: 4.945e-11 cm2/s
sixth root of 1 (bar): 1.0000
k at 1 bar: 1.137e-10 cm2/s
sixth root of inner pressure (bar): 0.0521
factor in k: 2.300
excess over simple factor: 6.8 %
OTHER NEGLECTED EFFECTS (factors in k keep the inner term)
half the vacancies singly charged at 1 bar: 2.583
all singly charged, inner term neglected: 3.162
trivalent impurity 10 ppm: 2.220
trivalent impurity 100 ppm: 1.793
grain size: 10 um, boundary width: 1 nm
boundary/lattice diffusivity: 1000
boundary share relative to lattice at 1 bar: 0.20
with pressure-independent boundary path: 1.891
hole diffusivity: 6.347e-02 cm2/s
loss of k from finite hole mobility: 6.3e-06
profile relaxation time / growth time: 4.0e-04
gas: O2 diffusivity 3 cm2/s, layer 1 cm
oxide molar volume: 11 cm3/mol
gas supply limits growth at 0.01 bar below: 0.103 um
\end{verbatim}
